# Why GW Deepens Filled d Levels but Often Too Little

## A gain of 7.3 eV and a deficit of 0.7 eV

In a free Zn²⁺ ion the LDA eigenvalue of the filled 3d shell corresponds to a binding energy of 31.47 eV. One-shot GW started from the same LDA calculation gives 38.76 eV. A coupled-cluster (CCSD) energy difference in the same basis gives 39.51 eV. GW thus moves the level the right way by 7.29 eV and stops 0.74 eV short of this reference. These values belong to one basis set; the GW binding grows by about 0.4 eV in larger ones, as discussed at the end.

Much of this follows from a competition. Exact exchange removes the self-interaction that LDA leaves in the level and pushes it down. Relaxation of the other electrons around the hole pushes it up. GW contains both, but from an LDA start it tends to overestimate the second. In the ion a further contribution, the pair correlation lost with the removed electron, also pushes the level down.

Energies below are in hartree (Ha), and binding is minus the level energy. The 3d shell is semicore in zinc compounds. In the free ion it is the outermost shell and there is no host to screen the hole, so the example shows the part of the problem that lives inside the ion.

## The localized-level model

Take a shell with $N=10$ electrons, one per spin orbital. Any two of them repel with the same energy $v$, and exchange between different orbitals is neglected. The surroundings are one oscillator of frequency $\omega$, in equilibrium when the shell is full:

$$H=e_0\hat n+\frac v2\hat n(\hat n-1)+\omega b^\dagger b+g(\hat n-N)(b+b^\dagger).$$

Here $e_0$ is the bare level energy and $g$ the coupling of the shell's charge to the oscillator. The constant zero-point energy is dropped.

### What the LDA eigenvalue measures

A Kohn-Sham eigenvalue is the slope of the total energy with respect to the occupation of its orbital. The orbitals make the energy stationary, so their change contributes nothing at first order. What remains is the explicit derivative: the orbital's kinetic and external energy plus its Hartree and exchange-correlation potential energy, which is the eigenvalue.

Assume that the LDA total energy is right at integer $n$ and smooth in between. Replacing $b$ by a real displacement $x$ gives

$$E_L(n)=e_0n+\frac v2n(n-1)+\min_x\left[\omega x^2+2gx(n-N)\right].$$

The minimum lies at $x=-g(n-N)/\omega$, where the bracket equals $-g^2(n-N)^2/\omega$. Hence

$$\frac{dE_L}{dn}=e_0+v\left(n-\tfrac12\right)-\frac{2g^2}{\omega}(n-N),$$

and at $n=N$

$$\varepsilon_L=e_0+v\left(N-\tfrac12\right).$$

The second derivative is the screened interaction,

$$U=v-\frac{2g^2}{\omega}.$$

### First contribution: removing the self-interaction

The Hartree energy $vn^2/2$ gives the potential $vN$, which includes the repulsion $v$ of an electron from itself. The remaining term $-vn/2$ plays the part of the LDA exchange-correlation energy, and its potential is $-v/2$. Exact exchange for an occupied orbital gives $-v$ and cancels the self-repulsion completely. Replacing one by the other lowers the level by

$$S=-\frac v2-(-v)=\frac v2,\qquad \varepsilon_x=\varepsilon_L-S=e_0+v(N-1).$$

Removing one electron while the oscillator stays fixed costs $-\varepsilon_x$, because $\frac v2[N(N-1)-(N-1)(N-2)]=v(N-1)$.

### Second contribution: relaxation

With one electron missing, $\hat n-N=-1$. Completing the square gives

$$\omega b^\dagger b-g(b+b^\dagger)=\omega\left(b^\dagger-\frac g\omega\right)\left(b-\frac g\omega\right)-\frac{g^2}{\omega}.$$

The first term on the right has lowest value zero. The surroundings therefore lower the energy of the ionized system by $R=g^2/\omega$, and the binding energy is

$$I=E(N-1)-E(N)=-\varepsilon_x-R=-\varepsilon_L+S-R.$$

From the definition of $U$, $R=(v-U)/2$. The relaxation energy is half the change of the interaction because half of the gain in attraction is spent on deforming the surroundings. The net downward shift is

$$S-R=\frac v2-\frac{v-U}2=\frac U2.$$

This explains the direction of the shift within the model: the level belongs below its LDA eigenvalue as long as $U>0$. Without screening the shift is $v/2$. With complete screening, $U\to0$, the two contributions cancel and the LDA eigenvalue is right.

For $v=0.6$, $\omega=0.8$, $g=0.4$ and $e_0=-6.2$ Ha,

$$\varepsilon_L=-6.2+0.6\times9.5=-0.5,\quad S=0.3,\quad R=\frac{0.16}{0.8}=0.2,$$

so the binding is $0.5+0.3-0.2=0.6$ Ha. Numerical diagonalization of the oscillator problem confirms it.

## What one-shot GW does with the same ingredients

The full shell cannot polarize, so the oscillator is the whole screening. Its contribution to the interaction at imaginary frequency is

$$W_c(i\nu)=-\frac{2\omega g^2}{\omega^2+\nu^2}.$$

Measure energies from a chemical potential above the level, so that $\varepsilon_L<0$. With $G_0(z)=1/(z-\varepsilon_L)$, the correlation self-energy is

$$\Sigma_c(i\xi)=-\int\frac{d\nu}{2\pi}G_0(i\xi+i\nu)W_c(i\nu)=\frac{g^2}{2\pi}\int d\nu\,\frac{2\omega}{\omega^2+\nu^2}\,\frac1{i\xi+i\nu-\varepsilon_L}.$$

The pole of $G_0$ is at $\nu=-\xi-i\varepsilon_L$, in the upper half-plane. Close the contour in the lower half-plane, where the pole is at $\nu=-i\omega$. The first fraction has residue $2\omega/(-2i\omega)=i$ there, and the clockwise path supplies $-2\pi i$, so the product is $2\pi$. In the second fraction $i\nu=\omega$. Continuing $i\xi\to E$,

$$\Sigma_c(E)=\frac{g^2}{E-\varepsilon_L+\omega}.$$

At $E=\varepsilon_L$ this equals $R$. But the level does not stay at $\varepsilon_L$. The quasiparticle equation is $E=\varepsilon_L-S+\Sigma_c(E)$. With the downward shift $\Delta=\varepsilon_L-E$ and $g^2=R\omega$,

$$\Delta=S-\frac{R\omega}{\omega-\Delta}.$$

For $0<\Delta<\omega$ the last term exceeds $R$. The intermediate state, a hole plus one oscillator quantum, is still placed at $\varepsilon_L-\omega$, while the hole itself has moved down to $E$. The excitation appears to cost $\omega-\Delta$ instead of $\omega$, and the surroundings look too soft.

### The size of the shortfall

To first order in $\Delta$, $R\omega/(\omega-\Delta)\approx R+R\Delta/\omega$. Collecting $\Delta$ gives

$$\Delta_{\rm lin}=Z(S-R),\qquad Z=\frac1{1+R/\omega}.$$

The linearized GW shift is the correct shift reduced by the renormalization factor $Z$. The full solution is smaller still. To see this, define

$$h(\Delta)=S-\frac{R\omega}{\omega-\Delta}-\Delta.$$

Its second derivative, $-2R\omega/(\omega-\Delta)^3$, is negative for $\Delta<\omega$, so $h$ lies below its tangent at $\Delta=0$. It starts at $h(0)=S-R>0$ and decreases, so it reaches zero before the tangent does:

$$0<\Delta_{\rm full}<Z(S-R)<S-R\qquad(S>R).$$

Multiplying the quasiparticle equation by $\omega-\Delta$ gives $(S-\Delta)(\omega-\Delta)=R\omega$, whose smaller root is

$$\Delta_{\rm full}=\frac{S+\omega-\sqrt{(S-\omega)^2+4R\omega}}2.$$

For the model numbers $Z=0.8$, so $\Delta_{\rm lin}=0.8\times0.1=0.080$ Ha, and $\Delta_{\rm full}=(1.1-\sqrt{0.89})/2=0.078$ Ha. The correct shift is 0.100 Ha. GW has lost about a fifth of it, although its exchange and its screening are both right.

If the pole of $G$ is moved to the quasiparticle energy $E$, the denominator at the solution is $E-E+\omega=\omega$. Then $\Sigma_c=R$ and the binding returns to 0.6 Ha. In the model, the pole position is the entire error.

### Where the argument changes

For fast surroundings, $\omega\to\infty$ at fixed $R$, $Z\to1$ and the error disappears.

The weight of a root is $1/(1-d\Sigma_c/dE)=1/[1+R\omega/(\omega-\Delta)^2]$. Inserting $R\omega=(S-\Delta)(\omega-\Delta)$ gives $1/[1+(S-\Delta)/(\omega-\Delta)]$. For $S>\omega$ the ratio exceeds one, so the root above carries less than half of the spectral weight. As $S$ grows, $\omega-\Delta=R\omega/(S-\Delta)$ tends to zero, so this root is held just short of $\omega$. The other root becomes the dominant one. It has $\Delta>\omega$, so $\Sigma_c$ is negative there and $\Delta>S$: the level is then too deep. The shortfall rule therefore belongs to levels with $S<\omega$.

The starting point also matters. Suppose the pole of $G$ is placed at $\varepsilon_x$, as in a start from exact exchange, with the same $W$. The upward shift $u=E-\varepsilon_x$ obeys

$$u=\frac{R\omega}{\omega+u}<R.$$

Relaxation is now underestimated and the level is too deep. As long as the root nearest the starting pole is the dominant one, which for the LDA start means $S<\omega$, the sign of the error follows from whether the pole starts above or below the final level. This rule compares pole positions at fixed $W$ and fixed orbitals. A real start from Hartree-Fock changes both as well, so it need not overbind relative to an accurate reference.

## The contributions in Zn²⁺

The ion is treated without relativity in the def2-TZVP basis. Its self-energy is a sum over excitations $s$ of energy $\Omega_s$, obtained in the random-phase approximation (RPA) from LDA orbitals. Each acts as one oscillator. For an empty level $a$ the pole of $G$ lies in the lower half-plane, so the contour is closed above, at $\nu=i\Omega_s$. The residue is $-i$, the product with $2\pi i$ is again $2\pi$, and $i\nu=-\Omega_s$. Therefore

$$\Sigma_c(E)=\sum_s\left[\sum_i^{\rm occ}\frac{c_{is}^2}{E-\varepsilon_i+\Omega_s}+\sum_a^{\rm empty}\frac{c_{as}^2}{E-\varepsilon_a-\Omega_s}\right],$$

where $c_{ms}$ couples the 3d orbital and orbital $m$ to excitation $s$.

### Exchange

Replacing the LDA exchange-correlation potential by exact exchange lowers the level by $S=0.4403$ Ha, from a binding of 1.1563 to 1.5966 Ha. In a real ion $S$ contains more than self-interaction: LDA errors in the exchange between different orbitals, and the removal of the LDA correlation potential, are included.

### Relaxation and lost pair correlation

At the LDA level the occupied states contribute $+0.2259$ Ha to $\Sigma_c$. Of this, 0.1844 Ha comes from the 3d orbital itself, whose terms reduce to $\sum_s c_s^2/\Omega_s$, the counterpart of $g^2/\omega$. The remaining 0.0415 Ha comes from the other occupied orbitals and has no counterpart in the model, although the output labels the whole part as relaxation.

The empty states contribute $-0.0840$ Ha. This part is absent from the model. The 3d electron lowers the energy of the filled ion through correlated fluctuations with the others; removing it forfeits that gain, which makes removal more expensive. The RPA form used here also includes a spurious correlation of the electron with itself, so the value is only an approximate measure of this loss. The sum is $\Sigma_c(\varepsilon_L)=0.1419$ Ha.

### The energy dependence

If $\Sigma_c$ stayed at this value, the shift would be $0.4403-0.1419=0.2984$ Ha. The calculated factor $Z=0.9125$ reduces it to $0.9125\times0.2984=0.2723$ Ha, and the full solution gives 0.2681 Ha. This is the order found in the model. The nearest pole of $\Sigma_c$ lies 0.3411 Ha below the LDA level. The solution above it has a weight of 0.88 and is therefore the dominant one. Although $S$ exceeds 0.3411 Ha, this pole is not the $\omega$ of the model. All terms of $-d\Sigma_c/dE$ are positive and add up to $1/Z-1=0.096$ at the LDA level, so $\sum_s c_s^2/\Omega_s^2\le0.096$. The effective frequency $\sum_s(c_s^2/\Omega_s)\big/\sum_s(c_s^2/\Omega_s^2)$ is then at least $0.1844/0.096\approx1.9$ Ha, well above $S$.

The shift that reaches the CCSD value is $1.4518-1.1563=0.2955$ Ha. One-shot GW recovers about 91% of it.

### Moving the 3d pole in G

Placing the five 3d poles of $G$ at the resulting level, with $W$ unchanged, raises the binding from 1.4245 to 1.4507 Ha. This gain of 0.0262 Ha is nearly the whole deficit of 0.0274 Ha. The mechanism isolated in the model is therefore large enough to account for the shortfall of the LDA-based calculation in this basis. It is not the only source of such a shortfall. One-shot GW from Hartree-Fock orbitals and levels gives 1.4240 Ha, about as far below CCSD. There the 3d poles start below the final level, and moving them to it lowers the binding to 1.4193 Ha.

## Two changes to the screening

The model was given the correct screening. A real $W$ built from LDA levels need not be correct, and the static limit shows the direction in which two changes to it act.

Let $b_t$ be the coupling of the 3d charge to the transition $t$ from an occupied to an empty orbital, $K$ the Coulomb matrix between transitions, $D_t$ the energy gap and $f_t$ the number of electrons taking part. The charge induced in the transitions obeys $q=-P(b+Kq)$ with the diagonal matrix $P_t=2f_t/D_t$. Multiplying by $P^{-1}$ and collecting $q$ gives $q=-(P^{-1}+K)^{-1}b$. The screened interaction is $W=v+b^Tq$, so

$$\frac{v-W}2=\frac12\,b^T\left(P^{-1}+K\right)^{-1}b.$$

Both $P^{-1}$ and $K$ are non-negative. Smaller gaps or more participating electrons reduce $P^{-1}$ and so increase the static relaxation.

**Gaps.** If the transitions out of the LDA 3d level cost too little, $W$ screens too strongly. A level that is too shallow as a removal energy does not prove this: a transition energy also depends on the empty level, left unchanged here, and on the attraction between the excited electron and its hole, which the RPA omits. The numbers that follow give only the size of the effect. Lowering the 3d level in $W$ reduces $(v-W)/2$ from 0.1844 to 0.1704 Ha. With the poles of $G$ moved as well, the binding rises by a further 0.0137 Ha to 1.4644 Ha.

**Self-screening.** The RPA lets the electron that is being removed help to screen its own hole. A system with one electron shows the fault: nothing is left to relax, yet its own transitions make $W$ smaller than $v$. Deleting them restores $W=v$ and $\Sigma_c=0$. In Zn²⁺, deleting the transitions of the removed spin orbital lowers $(v-W)/2$ from 0.1844 to 0.1750 Ha when all else is left at the LDA values. Applied after the two level changes, it adds 0.0047 Ha to the binding, which becomes 1.4691 Ha.

## Weighing the result

The successive changes of the binding energy are:

- exchange: $+0.4403$ Ha;
- correlation at the LDA level: $-0.1419$ Ha;
- energy dependence with the pole left at the LDA level: $-0.0303$ Ha;
- 3d poles moved in $G$: $+0.0262$ Ha;
- 3d level lowered in $W$: $+0.0137$ Ha;
- self-screening removed: $+0.0047$ Ha.

The first three lead to one-shot GW. All six lead to 1.4691 Ha, or 39.98 eV, which is 0.0173 Ha deeper than CCSD. The last three changes together thus exceed the deficit. Lowering the 3d level in $W$ has not been shown to improve the screening, so this total is a test of sensitivity and not a best estimate. The close agreement after the first of them, 39.48 against 39.51 eV, must involve some cancellation, since the RPA screening used there still contains self-screening, and removing it would deepen the level further. What offsets this is not identified by these numbers. The unrelaxed LDA orbitals are one candidate: the exchange-only binding is 1.5966 Ha with them and 1.5349 Ha with Hartree-Fock orbitals. The reference has limits too. CCSD here omits triple excitations and correlation of the neon core. Both GW and CCSD use the same finite basis and neglect relativity. The basis is not converged for the correlated values. From def2-TZVP to def2-TZVPP and def2-QZVP the one-shot GW binding rises from 38.76 to 39.11 and 39.17 eV, and the value with the 3d poles moved in $G$ rises from 39.48 to 39.87 and 39.94 eV. The LDA and exchange-only bindings move by 0.01 eV, and the gain from moving the poles stays between 0.026 and 0.028 Ha. CCSD was not repeated in the larger bases; the MP2 energy difference rises by 0.27 eV over the same range. The size of the deficit and the agreement of 39.48 with 39.51 eV are therefore established only for def2-TZVP.

The ion also shows how far the model's premise about LDA holds. The LDA total-energy difference for removing a 3d electron is 1.6775 Ha with frozen orbitals and 1.5096 Ha after relaxation. Both are far from the eigenvalue binding of 1.1563 Ha, so the distinction between a slope and a finite difference is real and large. But the relaxed value lies 0.058 Ha above CCSD: LDA is not accurate at both integers, and the relation $S=v/2$ is a guide to the mechanism rather than a formula for the ion.

In a solid the host adds to $R$. Within the model, more relaxation at fixed $v$ and $\omega$ reduces both the correct shift $U/2$ and the factor $Z$, so GW recovers a smaller fraction of a smaller shift. Whether a given material ends up too shallow depends on the starting levels, the screening and the terms missing from GW, which is why the shortfall is a tendency and not a law. The model values and the main def2-TZVP values are in the numerical output below.

## Computed results

```
MODEL
bare interaction v: 0.6000 Ha
oscillator frequency: 0.8000 Ha
coupling g: 0.4000 Ha
bare level e0: -6.2000 Ha
LDA level: -0.5000 Ha
exchange shift S: 0.3000 Ha
relaxation R: 0.2000 Ha
screened interaction U: 0.2000 Ha
exact binding: 0.6000 Ha
exact shift S-R: 0.1000 Ha
linearized GW shift: 0.0800 Ha
full one-shot GW shift: 0.0783 Ha
binding, pole of G updated: 0.6000 Ha
renormalization factor Z: 0.8000 (no unit)
ZN2+ ION, 3d LEVEL
number of basis functions: 48
LDA level: -1.1563 Ha
LDA removal, frozen orbitals: 1.6775 Ha
LDA removal, relaxed orbitals: 1.5096 Ha
LDA relaxation energy: 0.1679 Ha
exchange shift S: 0.4403 Ha
correlation self-energy at LDA level: 0.1419 Ha
  part from occupied states (relaxation): 0.2259 Ha
  part from empty states (pair loss): -0.0840 Ha
linearized GW shift: 0.2723 Ha
full one-shot GW shift: 0.2681 Ha
distance LDA level to nearest GW pole: 0.3411 Ha
static (v-W)/2, LDA W: 0.1844 Ha
static (v-W)/2, 3d lowered in W: 0.1704 Ha
static (v-W)/2, LDA W, no self-screening: 0.1750 Ha
static (v-W)/2, both changes: 0.1612 Ha
HF relaxation energy: 0.1613 Ha
renormalization factor Z at LDA level: 0.9125 (no unit)
weight of the one-shot GW solution: 0.8804 (no unit)
BINDING ENERGIES OF ZN2+ 3d
LDA eigenvalue: 1.1563 Ha = 31.47 eV
exchange only, LDA orbitals: 1.5966 Ha = 43.45 eV
one-shot GW: 1.4245 Ha = 38.76 eV
GW, 3d poles moved in G: 1.4507 Ha = 39.48 eV
GW, 3d moved in G and W: 1.4644 Ha = 39.85 eV
same, no self-screening: 1.4691 Ha = 39.98 eV
HF eigenvalue: 1.5349 Ha = 41.77 eV
HF energy difference: 1.3737 Ha = 37.38 eV
CCSD energy difference: 1.4518 Ha = 39.51 eV
CCSD minus one-shot GW: 0.0274 Ha = 0.74 eV
```
